# The g Tensor of an Axial Silicon Dangling Bond

When silicon is oxidized, some interface silicon atoms are left with three back bonds and one unpaired electron in a dangling orbital. At a (111) interface this orbital can point along the interface normal, called $z$ here. The problem is to find how spin-orbit coupling moves the electron's g values away from the free-electron value $g_e=2.002319$.

**Model.** Electrons are independent, with effective excitation energies, and

$$H=H_0+\lambda\sum \mathbf l\cdot\mathbf s+\mu_B\mathbf B\cdot(\mathbf L+g_e\mathbf S).$$

The sum runs over electrons, angular momenta are in units of $\hbar$, and $\lambda>0$ is the spin-orbit constant of the silicon 3p shell. Until part (f), $\mathbf l$ acts only on the central atom. The dangling orbital, at energy zero, is

$$|d\rangle=\sqrt{\eta}\left(\sqrt{1-p}\,|s\rangle+\sqrt p\,|p_z\rangle\right)+\sqrt{1-\eta}\,|t\rangle ,$$

where $t$ is an axial tail on the neighbours. The central $p_z$ weight is $q=\eta p$.

The back bonds give a filled pair of orbitals at $-E_f$ and an empty pair at $+E_e$. With $n_x$ a combination of neighbour orbitals, the $x$ members are

$$|f_x\rangle=\sqrt{w_f}|p_x\rangle+\sqrt{w_e}|n_x\rangle,\quad |e_x\rangle=\sqrt{w_e}|p_x\rangle-\sqrt{w_f}|n_x\rangle,$$

with $w_f+w_e=1$, and similarly for $y$. Four electrons fill the $f$ pair and one occupies $d$.

## (a) Derive the g shift to first order in $\lambda$, treating filled and empty orbitals correctly.

**Solution.** The orbital $d$ is real and $\mathbf l$ is an imaginary Hermitian operator, so $\langle d|\mathbf l|d\rangle=0$. The closed shell has no net orbital moment either. First-order perturbation theory therefore leaves $g=g_e$.

A shift first appears in second-order perturbation theory, in the terms containing spin-orbit coupling once and the orbital Zeeman energy once. The spin Zeeman term makes no such contribution, because total spin commutes with $H_0$ and does not connect the ground doublet to excited levels.

*Empty orbital $n$.* The electron goes from $d$ to $n$ and returns. The two orders of the perturbations give

$$\mu_B\lambda\sum_{ij}B_i\frac{l_i^{dn}l_j^{nd}+l_j^{dn}l_i^{nd}}{\varepsilon_d-\varepsilon_n}\,s_j .$$

For real orbitals, $l_i^{dn}=ia_i$ and $l_i^{nd}=-ia_i$ with real $a_i$. Both products equal $a_ia_j$, which produces a factor 2.

*Filled orbital $m$.* An electron first moves from $m$ to $d$, and then an electron in $d$ refills $m$. The refilled state must have the same spin $\tau$ as the hole. The operator sequence is

$$c^\dagger_{m\tau}c_{d\sigma''}c^\dagger_{d\sigma'}c_{m\tau}
=c^\dagger_{m\tau}c_{m\tau}\left(\delta_{\sigma'\sigma''}-c^\dagger_{d\sigma'}c_{d\sigma''}\right).$$

Moving $c_{m\tau}$ past two operators causes two sign changes, hence none overall, and $c^\dagger_{m\tau}c_{m\tau}=1$ in the ground state. The $\delta$ term contains the trace of a spin matrix and vanishes. The other term has a minus sign. The many-electron denominator is also negative, $E_0-E_N=-(\varepsilon_d-\varepsilon_m)$. The two signs cancel, leaving the same expression as for an empty orbital.

*Filled to empty.* Here $d$ is a spectator. Summing over the spin of the excited electron again gives a zero spin trace, so the doublet is not split.

Comparison with $\mu_B\sum_{ij}B_i(g_e\delta_{ij}+\Delta g_{ij})S_j$ gives

$$\boxed{\Delta g_{ij}=2\lambda\sum_{n\ne d}\frac{\langle d|l_i|n\rangle\langle n|l_j|d\rangle}{\varepsilon_d-\varepsilon_n}}$$

The sum includes filled and empty orbitals. The denominator is positive for filled ones and negative for empty ones.

## (b) Find the shifts along and perpendicular to the bond.

**Solution.** Write the central part of $d$ as $u(r)+z\,v(r)$. Derivatives of a radial function cancel in each component of $\mathbf l$; for example, $(x\partial_y-y\partial_x)u=(xy-yx)u'/r=0$. Only the explicit factor $z$ needs to be differentiated:

$$l_z(zv)=-i(x\partial_y-y\partial_x)(zv)=0,$$
$$l_x(zv)=-i(y\partial_z-z\partial_y)(zv)=-iyv,$$
$$l_y(zv)=-i(z\partial_x-x\partial_z)(zv)=ixv.$$

Thus $l_x|p_z\rangle=-i|p_y\rangle$ and $l_y|p_z\rangle=i|p_x\rangle$. Since $l_z|d\rangle=0$, every matrix element in $\Delta g_{zz}$ vanishes:

$$\boxed{\Delta g_\parallel=0}$$

For a field along $x$, the $y$ members of the two pairs contribute:

$$|\langle f_y|l_x|d\rangle|^2=qw_f,\qquad |\langle e_y|l_x|d\rangle|^2=qw_e.$$

Their denominators are $0-(-E_f)=E_f$ and $0-E_e=-E_e$. Therefore

$$\boxed{\Delta g_\perp=2\lambda qG,\qquad G=\frac{w_f}{E_f}-\frac{w_e}{E_e}}$$

The $y$ direction gives the same result. There is no $xy$ element, because $l_x$ reaches only $y$ orbitals and $l_y$ only $x$ orbitals. Other orbitals made of $s$, $p_z$ and the axial tail do not contribute at this order, since $\mathbf l|d\rangle$ contains none of these functions.

Physically, a perpendicular field mixes some $p_x$ or $p_y$ into the $p_z$ orbital with an imaginary coefficient. The result is a circulating current, not a tilted lobe, and spin-orbit coupling links its orbital moment to the spin. An axial field induces no such current in the dangling orbital, because $l_z$ gives zero when it acts on the central part of that orbital. It does mix the filled and empty pairs, but that closed-shell current is the same for both spin states and does not shift $g$ at this order.

## (c) What decides the sign of the perpendicular shift, and can it vanish?

**Solution.** Filled states raise $g_\perp$ and empty states lower it. To first order in $\lambda$, the shift is positive if $w_f/E_f>w_e/E_e$, negative if the inequality is reversed, and zero at equality. A small shift of order $\lambda^2$, derived in part (d), remains at equality. A finite perpendicular shift is therefore the general case, but symmetry does not guarantee it.

Two limits show the competition. For $E_e\to\infty$, only the positive term $2\lambda qw_f/E_f$ remains. For $E_f\to\infty$, only the negative term $-2\lambda qw_e/E_e$ remains. A pure $s$ dangling orbital has $q=0$ and no shift of this kind.

If there are many back-bond levels, $G$ becomes $\sum_n w_n/(\varepsilon_d-\varepsilon_n)$, where $w_n$ is the weight of level $n$ on the central $p_x$. The formula fails when a level with appreciable weight approaches $d$ to within an energy of order $\lambda$, because perturbation theory then breaks down.

## (d) Does the axial shift remain zero at order $\lambda^2$?

**Solution.** It does not. For independent electrons, the splitting of the ground doublet equals that of the singly occupied level, since the filled levels contribute equally to both states. It is enough to follow that one electron.

Let $\Delta_n=\varepsilon_d-\varepsilon_n$, so that $\Delta_f=E_f$ and $\Delta_e=-E_e$, and define

$$D=\sum_n\frac{w_n}{\Delta_n^2}=\frac{w_f}{E_f^2}+\frac{w_e}{E_e^2}.$$

Combine the $x$ and $y$ orbitals into states $|n,\pm1\rangle$ with $l_z=\pm1$ on their central part. With $\mathbf l\cdot\mathbf s=l_zs_z+\tfrac12(l_+s_-+l_-s_+)$, the perturbed pair is

$$|+\rangle=N\left(|d\uparrow\rangle+\sum_nc_n|n,+1,\downarrow\rangle\right),$$
$$|-\rangle=N\left(|d\downarrow\rangle+\sum_nc_n|n,-1,\uparrow\rangle\right).$$

Since $l_\pm|p_z\rangle=\sqrt2\,|p_{\pm1}\rangle$, the coupling is $\tfrac12\lambda\sqrt2\sqrt{qw_n}$, and to first order

$$c_n=\lambda\sqrt{\frac q2}\,\frac{\sqrt{w_n}}{\Delta_n},\qquad \sum_nc_n^2=\frac{\lambda^2qD}{2}.$$

*Axial field.* Here $g_\parallel=2\langle+|l_z+g_es_z|+\rangle$. Normalization and the reversed spin of the admixture change the spin part from $g_e$ to $g_e(1-2\sum c_n^2)$. The orbital part is

$$2\left(\sum_nc_n\sqrt{w_n}\right)^2=\lambda^2qG^2.$$

Hence

$$\delta g_\parallel=\lambda^2q(G^2-g_eD).$$

The Cauchy-Schwarz inequality with $\sum w_n=1$ gives $G^2\le D<g_eD$, so this correction is negative for $\lambda,q>0$.

*Perpendicular field.* The diagonal elements of $l_x+g_es_x$ vanish by axial symmetry, so $g_\perp=2\langle+|l_x+g_es_x|-\rangle$. The spin part is $g_eN^2$, whose change is $-g_e\lambda^2qD/2$. The orbital part has two equal cross terms for each $n$:

$$2\times2\sum_nc_n\sqrt{\frac{qw_n}{2}}.$$

The first-order $c_n$ gives $2\lambda qG$, as in part (b). At second order, $l_zs_z$ couples $|m,+1,\downarrow\rangle$ to $|n,+1,\downarrow\rangle$ with element $-\tfrac12\lambda\sqrt{w_nw_m}$, so

$$c_n^{(2)}=-\frac{\lambda\sqrt{w_n}}{2\Delta_n}\sum_m\sqrt{w_m}\,c_m
=-\frac{\lambda^2}{2}\sqrt{\frac q2}\,\frac{\sqrt{w_n}}{\Delta_n}G.$$

Inserting this into the orbital part gives $-\lambda^2qG^2$. Altogether,

$$\delta g_\perp=-\lambda^2q\left(G^2+\frac{g_eD}{2}\right).$$

## (e) Evaluate the g values and the resonance fields at 9.50 GHz.

Take $\lambda=0.020$ eV, $E_f=2.0$ eV, $E_e=5.0$ eV, $w_f=w_e=0.50$, $p=0.90$ and $\eta=0.80$. These are round parameters, not a calculation of the interface.

**Solution.** The central $p_z$ weight is $q=0.80\times0.90=0.720$, and

$$G=\frac{0.50}{2.0}-\frac{0.50}{5.0}=0.150\ \mathrm{eV^{-1}}.$$

The filled states contribute $+0.00720$ and the empty states $-0.00288$. Their sum is

$$\Delta g_\perp=2(0.020)(0.720)(0.150)=0.00432.$$

To first order in $\lambda$, $g_\parallel=2.00232$ and $g_\perp=2.00664$.

For the next order, $D=0.50/4+0.50/25=0.145\ \mathrm{eV^{-2}}$. The formulas of part (d) give $\delta g_\parallel=-7.7\times10^{-5}$ and $\delta g_\perp=-4.8\times10^{-5}$. Diagonalizing the five-electron model gives $g_\parallel=2.00224$ and $g_\perp=2.00659$, in agreement with these corrections. The perpendicular correction is about 1% of the first-order shift.

For a field at angle $\theta$ to the bond, the spin Hamiltonian is $\mu_BB(g_\parallel\cos\theta\,S_z+g_\perp\sin\theta\,S_x)$. Its splitting is $g(\theta)\mu_BB$, with

$$g(\theta)=\sqrt{g_\parallel^2\cos^2\theta+g_\perp^2\sin^2\theta},\qquad B=\frac{h\nu}{g(\theta)\mu_B}.$$

The first-order g values place the resonance at 338.98 mT for a field along the bond and 338.25 mT for a perpendicular field, a separation of 0.73 mT. A dangling bond along one of the other tetrahedral directions is inclined at $70.53^\circ$ to the (111) normal. With the field along that normal, it has $g=2.00616$ and resonates at 338.33 mT. Rotating the sample can therefore distinguish bond directions if the lines are narrow enough.

## (f) Does threefold symmetry protect the axial zero when neighbour moments are included?

**Solution.** It does not. Let the tail consist of $p$ orbitals directed along the three back bonds, each at polar angle $\chi$ to the axis and azimuth $\phi_k$. For such an orbital, with $l_z$ taken about the neighbour's own nucleus,

$$l_z|p_k\rangle=i\sin\chi\left(\cos\phi_k|p_y\rangle-\sin\phi_k|p_x\rangle\right)=i\sin\chi\,|\tau_k\rangle,$$

where $\tau_k$ is a tangential $p$ orbital. The symmetric tail $t=\sum_k p_k/\sqrt3$ becomes

$$l_z\sqrt{1-\eta}\,|t\rangle=i\sqrt{1-\eta}\,\sin\chi\,\frac1{\sqrt3}\sum_k|\tau_k\rangle .$$

The tangential combination is unchanged by a threefold rotation and reversed by a mirror containing the axis, so it has A$_2$ symmetry. The back bonds themselves form no A$_2$ combination, but the neighbours' other bonds can, and such states can give a first-order axial shift. The zero in part (b) thus depends on the one-centre approximation as well as on symmetry.

For tetrahedral bonds $\cos\chi=-1/3$, and the squared norm is $(1-\eta)\sin^2\chi=0.20\times8/9=0.178$. If the A$_2$ states had the same $G$ as the central atom, the axial shift would have size

$$2(0.020)(0.178)(0.150)=0.0011.$$

This is about one quarter of $\Delta g_\perp$. This is an estimate under that assumption, not a prediction. The real shift can be much smaller if the contributions of filled and empty A$_2$ states nearly cancel, or several times larger if filled states dominate. Its sign also depends on the real A$_2$ spectrum.

For a perpendicular field, the squared norm is $(1-\eta)(1+\cos^2\chi)/2=0.111$, which gives a size of 0.0007 under the same assumption about $G$. Cross terms with the central atom are absent here if the neighbour orbitals in $n_x,n_y$ point along the bonds, because $\mathbf l$ turns a bond-directed $p$ orbital into one perpendicular to that bond.

## (g) How does the model compare with a real Si(111)/SiO$_2$ interface?

**Solution.** Measured values for the axial interface centre are about 2.0014 along the bond and 2.0087 perpendicular to it, that is, shifts of about $-0.0009$ and $+0.0064$. The model has the same ordering and the right order of magnitude for the perpendicular shift, which it underestimates by about a third. It does not reproduce the axial shift: the one-centre value is only $-0.0001$, and the neighbour estimate of part (f) with the same $G$ is positive. This does not validate its individual parameters, since $\lambda$, $q$ and $G$ enter the leading shift only as a product. Real back-bond states form bands, so $E_f$ and $E_e$ are effective energies, not band-edge positions.

The oxide is disordered, which breaks the assumption of identical sites. With the other parameters fixed, changing $E_f$ from 2.0 to 2.1 eV lowers $\Delta g_\perp$ to 0.00398, while 1.9 eV raises it to 0.00470. These are changes of about 8% and 9%. The one-centre axial shift remains zero at first order as long as the orbital stays axial. In this model, disorder in $E_f$ therefore broadens the perpendicular resonance more than the axial one. Disorder that tilts the bond also changes $g$ measured along the fixed interface normal.

The model also omits the part of the spin-orbit term that depends directly on the magnetic field, which is not sized here. A relativistic mass correction of the same order in $1/c^2$ is missing too. The kinetic energy contains $(\boldsymbol\sigma\cdot\boldsymbol\pi)^2/2m-(\boldsymbol\sigma\cdot\boldsymbol\pi)^4/8m^3c^2$, where $\boldsymbol\pi$ is the kinetic momentum and $(\boldsymbol\sigma\cdot\boldsymbol\pi)^2$ contains $p^2+e\hbar\boldsymbol\sigma\cdot\mathbf B$. The cross term of the quartic part reduces the spin Zeeman energy by the fraction $\langle T\rangle/mc^2$, with $T=p^2/2m$. An assumed $\langle T\rangle=40$ eV gives a shift of $-1.6\times10^{-4}$. The shift is proportional to $\langle T\rangle$, so 20 eV would halve it, to about the size of the axial $\lambda^2$ correction. In either case it is smaller than the neighbour estimate.

Thermal excitation across $E_f$ has a Boltzmann factor of about $10^{-34}$ at 300 K and is negligible in this model. Among the corrections sized here, neighbour moments have the largest estimate, but that estimate rests on an assumed $G$ for the A$_2$ states. Symmetry allows an axial shift, so an axial g value slightly different from $g_e$ would not by itself rule out an axial dangling bond. Predicting its size requires a calculation of the real A$_2$ states, and more besides. In a real defect the unpaired spin polarizes the other electrons, so the filled-to-empty channel of part (a) no longer cancels. That channel, the mass correction and the field-dependent spin-orbit term can each be comparable to the net A$_2$ contribution. The remaining values are in the numerical output.

## Computed values

```
spin-orbit constant lam = 0.020 eV
filled-state depth E_f = 2.0 eV
empty-state height E_e = 5.0 eV
filled weight w_f = 0.50, empty weight w_e = 0.50
p fraction = 0.90, central-atom weight = 0.80
central p weight q = 0.720
G = 0.1500 1/eV
D = 0.1450 1/eV^2
free-electron g_e = 2.002319
filled-state part of perpendicular shift = +0.007200
empty-state part of perpendicular shift = -0.002880
perpendicular shift, first order in lam = +0.004320
g parallel, first order in lam = 2.002319
g perpendicular, first order in lam = 2.006639
g parallel, full diagonalization = 2.002242
g perpendicular, full diagonalization = 2.006591
order lam^2 parallel shift, formula = -7.714e-05
order lam^2 perpendicular shift, formula = -4.829e-05
full parallel shift = -7.690e-05
full minus first-order perpendicular = -4.833e-05
largest g change from other a1 states = 1.3e-08
microwave frequency = 9.50 GHz
resonance field, B along axis = 338.984 mT
resonance field, B perpendicular = 338.254 mT
field separation = 0.730 mT
inclined-bond angle = 70.53 degrees
g at inclined-bond angle = 2.006160
resonance field at that angle = 338.335 mT
neighbour axial moment weight = 0.1778
neighbour perpendicular moment weight = 0.1111
size of neighbour axial g shift = 0.001067
size of neighbour perpendicular g shift = 0.000667
assumed kinetic energy for mass term = 40 eV
relativistic mass g shift = -1.567e-04
disorder step in E_f = 0.1 eV
perpendicular shift at E_f plus step = +0.003977
perpendicular shift at E_f minus step = +0.004699
temperature = 300 K
thermal factor exp(-E_f/kT) = 2.5e-34
```
